# Rice's Formula for Narrow Gaps Between Rough Interconnect Lines, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one wave to Rice's formula

### The situation

Two copper lines run side by side in a low-k dielectric, with a voltage $V$ between them. Their edges are rough, so the gap $s(x)$ varies with the position $x$ along the lines. Where the gap is small the field is large. If the field is estimated locally as $V/s$, and a field $E_c$ is regarded as dangerous, then the dangerous places are those where

$$
s(x)<u,\qquad u=\frac{V}{E_c}.
$$

A connected stretch of line on which $s<u$ will be called an excursion. How many excursions should be expected per unit length?

The distribution of the gap at one point gives the fraction of the line that lies below $u$, but not the number of pieces into which that fraction is divided. One long narrow stretch and many short ones can occupy the same total length. The count needs information about how fast the gap varies along the line, and the mean-square slope will turn out to supply it.

Let $s_0$ be the mean gap and $\sigma^2$ its variance. The depth of the threshold below the mean is

$$
d=s_0-u,\qquad z=\frac d\sigma .
$$

A positive $z$ means a threshold narrower than the mean gap. The variance and the slope cannot fix the answer by themselves: $s_0$ and $u$ enter through $z$.

### The simplest case: one wavelength

Take a gap with a single wavenumber $k$,

$$
s(x)=s_0+A\cos kx+B\sin kx,
$$

where $A$ and $B$ are independent Gaussian variables of zero mean and variance $\sigma^2$. At each $x$ the gap is Gaussian, and its covariance is

$$
E\{[s(x)-s_0][s(x+h)-s_0]\}
=\sigma^2[\cos kx\cos k(x+h)+\sin kx\sin k(x+h)]
=\sigma^2\cos kh .
$$

It depends on the separation $h$ alone, so the process is stationary.

Write $A=R\cos\alpha$ and $B=R\sin\alpha$. Then $s=s_0+R\cos(kx-\alpha)$, a wave of random amplitude $R$. The gap falls below $u=s_0-d$, with $d>0$, if $R>d$, and it then does so once in each period $2\pi/k$. The probability density of $(A,B)$ is $e^{-R^2/2\sigma^2}/(2\pi\sigma^2)$, and the area element is $R\,dR\,d\alpha$. Hence

$$
P(R>d)=\int_d^\infty\frac{R}{\sigma^2}e^{-R^2/2\sigma^2}dR
=e^{-d^2/2\sigma^2}.
$$

The expected number of excursions per unit length is therefore

$$
\nu=\frac{k}{2\pi}e^{-z^2/2}.
$$

The slope is $s'=-kA\sin kx+kB\cos kx$, with mean square $\mu^2=k^2\sigma^2$. So $k=\mu/\sigma$, and

$$
\nu=\frac{\mu}{2\pi\sigma}e^{-z^2/2}.
$$

This is Rice's formula for one wave. As $k\to0$ the gap becomes uniform along the line and the rate of excursion starts goes to zero, as it should.

The remaining question is whether the same expression holds when many wavelengths are present and the excursions no longer repeat periodically.

### A general smooth gap

Let the left and right edges be displaced by $e_L(x)$ and $e_R(x)$, both measured in the direction from the left line to the right line. Then

$$
s(x)=s_0+e_R(x)-e_L(x).
$$

A displacement of the left edge to the right narrows the gap, which explains the minus sign. Suppose that the edges are independent, stationary Gaussian processes of zero mean with the same covariance $C_e(h)$. The cross terms vanish and

$$
C_s(h)=C_e(h)+C_e(h)=2C_e(h).
$$

In particular $\sigma^2=2\sigma_e^2$, where $\sigma_e$ is the rms roughness of one edge. If the edges were correlated, the cross terms would have to be kept, but everything below would apply to the resulting $C_s$.

Write $C_s(h)=\sigma^2r(h)$. The paths are assumed to have a continuous derivative, and the correlation to behave near zero separation as

$$
r(h)=1-\frac{\mu^2h^2}{2\sigma^2}+o(h^2),\qquad 0<\mu<\infty. \tag{1}
$$

The number $\mu^2$ is the mean-square slope. To see this, expand the square in

$$
E\left[\left(\frac{s(h)-s(0)}h\right)^2\right]
=\frac{2\sigma^2[1-r(h)]}{h^2}\longrightarrow\mu^2 .
$$

The quotient is a Gaussian variable of zero mean that converges to $s'(0)$. A limit of such variables is Gaussian with the limiting variance, so $E[s'^2]=\mu^2$.

The gap and its slope at the same point are uncorrelated, because

$$
E\left[(s(0)-s_0)\frac{s(h)-s(0)}h\right]
=\sigma^2\frac{r(h)-1}{h}\longrightarrow0 .
$$

They are jointly Gaussian, so they are also independent. This says nothing about the gap at one point and the slope at another, which are in general correlated.

For a sum of independent waves with wavenumbers $k_i$ and variances $\sigma_i^2$,

$$
\sigma^2=\sum_i\sigma_i^2,\qquad \mu^2=\sum_i k_i^2\sigma_i^2 .
$$

Thus $\mu/\sigma$ is the rms wavenumber, weighted by variance. A short ripple can matter much more for $\mu$ than for $\sigma$. A ripple with one hundredth of the rms amplitude of a main wave, and one hundred times its wavenumber, doubles $\mu^2$ while changing $\sigma^2$ by one part in ten thousand.

### Counting on a grid

Consider a line from $0$ to $L$ and let $N$ be the number of excursions that start on it. An excursion starts where the gap passes from above $u$ to below $u$. Divide the line into $2^n$ cells of length $h_n=L/2^n$, and let $N_n$ be the number of cells whose left end lies above $u$ and whose right end lies below.

No grid point has $s=u$, apart from an event of probability zero, since there are countably many grid points and the gap at each has a continuous distribution. Now halve a counted cell. Its midpoint is either above $u$, in which case the right half is counted, or below $u$, in which case the left half is counted. A refinement therefore cannot reduce the count:

$$
N_n\le N_{n+1}.
$$

The count could still miss something in the limit if the gap touched $u$ without crossing it. Such a tangency needs $s=u$ and $s'=0$ at the same point. To bound its probability, let $\omega(\delta)$ be the largest difference of $s'$ between two points of the line at most $\delta$ apart. Since $s'$ is continuous, $\omega(\delta)\to0$ as $\delta\to0$.

Put $\delta=L/m$. If a tangency occurs at $x_*$, some point $x_j$ of the grid with spacing $\delta$ is within $\delta$ of it. By the mean value theorem, $s(x_j)-u$ equals $x_j-x_*$ times a slope at an intermediate point, and that slope has magnitude at most $\omega(\delta)$. Hence $|s(x_j)-u|\le\delta\,\omega(\delta)$.

Choose any $\varepsilon>0$. Either $\omega(\delta)>\varepsilon$, or one of the $m+1$ grid values lies within $\varepsilon\delta$ of $u$. The density of the gap is at most $1/(\sqrt{2\pi}\sigma)$, so

$$
P(\text{tangency})\le P[\omega(\delta)>\varepsilon]
+(m+1)\frac{2\varepsilon\delta}{\sqrt{2\pi}\,\sigma}.
$$

As $m\to\infty$ the first term vanishes and the second tends to $2\varepsilon L/(\sqrt{2\pi}\sigma)$. Since $\varepsilon$ is arbitrary, the probability is zero.

With tangencies excluded, every point where $s=u$ is a true crossing. There are finitely many of them: if they accumulated at a point, the slope would have to vanish between successive ones, and by continuity their limit would be a tangency. Once the cells are shorter than the smallest distance between crossings, each cell contains at most one, and $N_n=N$.

The counts $N_n$ increase to $N$, so their expectations increase to $E[N]$ by monotone convergence. Stationarity gives every cell the same probability, and therefore

$$
\nu=\frac{E[N]}L=\lim_{h\to0}\frac{p(h)}h,\qquad
p(h)=P[s(0)>u>s(h)], \tag{2}
$$

where $h$ runs through the values $h_n$. The problem has been reduced to two points.

### The probability for two points

Define $X=[s_0-s(0)]/\sigma$ and $Y=[s_0-s(h)]/\sigma$. These are standard Gaussian variables with correlation $r=r(h)$. A gap below $u$ means a value above $z$, so

$$
p=P(X<z,\,Y>z)=P(Y>z)-P(X>z,\,Y>z).
$$

Call the last probability $M(r)$. To find how it changes with the correlation, write the joint density as a Fourier integral:

$$
\varphi_2(x,y;t)=\frac1{4\pi^2}\iint
e^{-i(ax+by)}e^{-(a^2+2tab+b^2)/2}\,da\,db .
$$

Differentiation with respect to $t$ brings down $-ab$. Differentiation with respect to $x$ and $y$ brings down $(-ia)(-ib)=-ab$. Therefore

$$
\frac{\partial\varphi_2}{\partial t}
=\frac{\partial^2\varphi_2}{\partial x\,\partial y}.
$$

Integrate over $x>z$ and $y>z$. Each integration contributes a minus sign from its lower limit, and the two signs cancel:

$$
\frac{dM}{dt}=\varphi_2(z,z;t)
=\frac1{2\pi\sqrt{1-t^2}}
\exp\left[-\frac{2z^2(1-t)}{2(1-t^2)}\right]
=\frac{e^{-z^2/(1+t)}}{2\pi\sqrt{1-t^2}} .
$$

When $t\to1$ the two variables become equal, and $M\to P(Y>z)$. Thus $p=M(1)-M(r)$ is the integral of this derivative from $r$ to $1$. With $t=\cos\theta$, the factor $\sin\theta$ from $dt$ cancels the square root:

$$
p(h)=\frac1{2\pi}\int_0^{\Theta(h)}
\exp\left(-\frac{z^2}{1+\cos\theta}\right)d\theta,
\qquad \Theta(h)=\arccos r(h). \tag{3}
$$

Two limits can be read off. For $z=0$ and independent points, $r=0$ and $\Theta=\pi/2$, so $p=1/4$, the probability of one chosen order of two independent signs. For identical points, $r=1$ and $p=0$.

### The limit of small separation

On the interval of integration, $1+\cos\theta$ decreases as $\theta$ grows, so the integrand is largest at $\theta=0$ and smallest at $\theta=\Theta$. This gives the bounds

$$
\frac{\Theta}{2\pi}e^{-z^2/(1+\cos\Theta)}
\le p(h)\le\frac{\Theta}{2\pi}e^{-z^2/2}.
$$

From (1), $1-\cos\Theta=\mu^2h^2/(2\sigma^2)+o(h^2)$. The left side is $\Theta^2/2$ to leading order, so $\Theta=\mu h/\sigma+o(h)$. After division by $h$ both bounds tend to the same value, and (2) becomes

$$
\boxed{\nu=\frac{\mu}{2\pi\sigma}
\exp\left[-\frac{(s_0-u)^2}{2\sigma^2}\right].} \tag{4}
$$

For one wave, $\mu/\sigma=k$, and the first result is recovered.

The factors have a direct meaning. A path with slope $-v$ crosses $u$ within a short distance $dx$ if its gap starts between $u$ and $u+v\,dx$. The density of the gap at $u$ is $e^{-z^2/2}/(\sqrt{2\pi}\sigma)$. Since slope and gap are independent at one point, it is multiplied by the mean downward slope,

$$
E[\max(-s',0)]=\int_0^\infty
\frac{v\,e^{-v^2/2\mu^2}}{\sqrt{2\pi}\,\mu}\,dv
=\frac{\mu}{\sqrt{2\pi}} .
$$

The product is (4). The exponential says how rarely the gap is near $u$, and $\mu$ says how quickly it passes through.

### Where smoothness is needed

Consider instead the correlation $r(h)=e^{-h/\xi}$ for $h\ge0$. It starts with a linear fall, so (1) fails and the mean-square difference quotient $2\sigma^2(1-r)/h^2$ grows without limit. Equation (3) still holds, as it used two points alone. Now $\Theta^2/2\approx h/\xi$, and

$$
\frac{p(h)}h\approx\frac1{2\pi}\sqrt{\frac2{\xi h}}\;e^{-z^2/2}. \tag{5}
$$

Each counted cell contains at least one start of an excursion, so the expected number of starts is infinite. A finer measurement of such a line does not converge to a rate. It divides a narrow region into more and more crossings. The infinite expected count does not make a dangerous place certain, since many of these crossings belong to the same narrow region.

## Second half: lengths, probabilities and a copper line

### Symbols and results carried over

The gap $s(x)$ has mean $s_0$, standard deviation $\sigma$, correlation $r(h)$ and rms slope $\mu$. The dangerous gap is $u=V/E_c$, the depth is $d=s_0-u$, and $z=d/\sigma$. For a stationary Gaussian gap with continuous slope, the expected number of excursion starts per unit length is

$$
\nu=\frac{\mu}{2\pi\sigma}e^{-z^2/2}.
$$

On a grid of step $h$ the corresponding rate is $p(h)/h$, where $p(h)$ is the integral (3) with upper limit $\Theta=\arccos r(h)$.

### How long is an excursion?

Let $Q(z)$ be the probability that a standard Gaussian variable exceeds $z$. Each point of the line is below $u$ with probability $Q(z)$, so the expected length below $u$ on a line of length $L$ is $LQ(z)$. The expected number of starts is $L\nu$. Their ratio is the mean excursion length

$$
\ell=\frac{Q(z)}\nu. \tag{6}
$$

It is a ratio of expectations. It is also the average over the excursions of one very long line if distant parts of that line become independent, so that averages along it settle to expectations.

At $z=0$, $Q=1/2$ and $\ell=\pi\sigma/\mu$. For one wave this is $\pi/k$, half a period, as it must be. For $z>0$ a bound follows from $x/z>1$ inside the tail:

$$
Q(z)=\int_z^\infty\frac{e^{-x^2/2}}{\sqrt{2\pi}}dx
<\int_z^\infty\frac xz\frac{e^{-x^2/2}}{\sqrt{2\pi}}dx
=\frac{e^{-z^2/2}}{z\sqrt{2\pi}},
$$

and hence $\ell<\sqrt{2\pi}\,\sigma/(\mu z)$. At fixed $\mu/\sigma$ this bound falls as the threshold is made deeper.

For a smooth Gaussian gap, Rice's formula now gives the expected number of excursions per unit length, and (6) gives their mean length. It remains to find the probability that a line contains any excursion at all, to put in numbers for copper lines, and to see how far the result depends on the assumptions.
